**Valley Chern numbers and the edges of gapped graphene**

Graphene with site energies +Δ on sublattice A and −Δ on B has valley Berry fluxes close to ±1/2 (in units of 2π), but these do not decide whether a vacuum edge is gapless. Here `t` and `t2` are first- and second-neighbour hopping, `ka` is the wave number times the lattice constant, and `hv` is ħ times the Dirac speed. The program asserts that the lattice Berry flux agrees with the Dirac formula, and that a ragged flake and an ideal zigzag ribbon have no levels inside |E| < Δ. It also compares armchair levels and zigzag edge bands with their analytic forms. For Δ = 0.025 eV the ideal zigzag gap is 0.050 eV; an edge potential of −0.10 eV makes the edge band cross it, while +0.10 eV gives no crossing at the three energies examined. A wall where Δ changes sign keeps one crossing of E = 0 per valley under the same local potentials. With `t2` = 0.10 eV the zigzag edge band crosses the old gap, while the 401-line armchair ribbon keeps a gap of about 0.050 eV at the sampled wave numbers. The last printed values give rough scales for edge repulsion, temperature and interband tunnelling.

## Check in Python

```python
"""
Result under test: in graphene with a staggered potential (+delta on A, -delta on B)
the valley Berry fluxes are close to +1/2 and -1/2, yet ideal vacuum edges have no
state inside |E| < delta. Zigzag edges have flat bands at +delta and -delta, armchair
edges have no edge band. An edge potential or second-neighbour hopping can still make
a zigzag edge gapless. A sign change of delta gives one wall mode per valley.

Symbols: a lattice constant (nm), d bond length (nm), t and t2 first- and
second-neighbour hopping (eV), delta half the bulk gap (eV), ka wave number times a,
hv = hbar * Dirac speed (eV nm). One spin is treated. Energies are in eV.
"""
import numpy as np
from scipy.constants import hbar, e, k as k_boltzmann
from scipy.integrate import solve_ivp
from scipy.linalg import eigh, eigh_tridiagonal

a, t, delta, t2 = 0.246, 2.7, 0.025, 0.10
hubbard, temperature = 3.0, 300.0
d = a / np.sqrt(3)
hv = np.sqrt(3) / 2 * a * t
to_speed = e * 1e-9 / hbar          # eV nm -> m/s
rows = 240                          # zigzag rows in the ribbon


# ---------- Berry flux of the filled band ----------
def lower_state(f):
    h = np.zeros(f.shape + (2, 2), complex)
    h[..., 0, 0], h[..., 1, 1] = delta, -delta
    h[..., 0, 1], h[..., 1, 0] = -t * f, -t * np.conj(f)
    return np.linalg.eigh(h)[1][..., :, 0]


def overlap(u, v):
    return np.sum(np.conj(u) * v, axis=-1)


def loop_flux(valley, q):
    angle = 2 * np.pi * np.arange(800) / 800
    kx = valley * 4 * np.pi / (3 * a) + q * np.cos(angle)
    ky = q * np.sin(angle)
    bonds = [(0, d), (a / 2, -d / 2), (-a / 2, -d / 2)]
    u = lower_state(sum(np.exp(1j * (kx * x + ky * y)) for x, y in bonds))
    links = overlap(u, np.roll(u, -1, axis=0))
    return -np.angle(np.prod(links / abs(links))) / (2 * np.pi)


def dirac_flux(q):
    return 0.5 * (1 - delta / np.hypot(delta, hv * q))


for q in (0.05, 0.2, 0.5):
    assert abs(loop_flux(1, q) - dirac_flux(q)) < 2e-3
    assert abs(loop_flux(-1, q) + dirac_flux(q)) < 2e-3

n = 120
f1, f2 = np.meshgrid(np.arange(n) / n, np.arange(n) / n, indexing="ij")
u = lower_state(1 + np.exp(2j * np.pi * (f1 - f2)) + np.exp(-2j * np.pi * f2))
l1 = overlap(u, np.roll(u, -1, 0))
l2 = overlap(u, np.roll(u, -1, 1))
flux = -np.angle(l1 * np.roll(l2, -1, 0) * np.conj(np.roll(l1, -1, 1) * l2))
flux /= 2 * np.pi
half_k, half_kp, chern = flux[f1 > f2].sum(), flux[f1 < f2].sum(), flux.sum()
assert abs(half_k - 0.5) < 0.02 and abs(half_kp + 0.5) < 0.02
assert abs(chern) < 1e-8


# ---------- real-space neighbour matrices ----------
def neighbours(pos, period):
    near, second = [], []
    for m in (-1, 0, 1):
        step = pos[None, :, :] + m * np.array(period) - pos[:, None, :]
        dist = np.hypot(step[..., 0], step[..., 1])
        near.append((abs(dist - d) < 0.01).astype(float))
        second.append((abs(dist - a) < 0.01).astype(float))
    return near, second


def bloch(mats, phase):
    if phase == 0:
        return mats[0] + mats[1] + mats[2]
    return mats[0] * np.exp(-1j * phase) + mats[1] + mats[2] * np.exp(1j * phase)


def hamiltonian(near, second, phase, hop2):
    size = len(near[1])
    onsite = delta * np.tile([1.0, -1.0], size // 2) - 3 * hop2
    return np.diag(onsite) - t * bloch(near, phase) - hop2 * bloch(second, phase)


def zigzag_positions(number):
    pos = []
    for r in range(number):
        pos.append(((r % 2) * a / 2, -1.5 * d * r))
        pos.append((((r + 1) % 2) * a / 2, -1.5 * d * r - 0.5 * d))
    return np.array(pos)


def armchair_positions(lines):
    pos = []
    for j in range(lines):
        y = (j % 2) * 1.5 * d
        pos += [(j * a / 2, y), (j * a / 2, y + d)]
    return np.array(pos)


# ---------- ragged flake: arbitrary termination ----------
rng = np.random.default_rng(4)
flake, sign = [], []
for i in range(-9, 10):
    for j in range(-9, 10):
        x, y = a * (i + j / 2), a * j * np.sqrt(3) / 2
        for shift, s in ((0, 1), (d, -1)):
            if np.hypot(x, y + shift) < 1.9 and rng.random() > 0.15:
                flake.append((x, y + shift))
                sign.append(s)
flake = np.array(flake)
bonds = neighbours(flake, (1e3, 0))[0][1]
flake_min = abs(np.linalg.eigvalsh(delta * np.diag(sign) - t * bonds)).min()
assert flake_min > delta - 1e-10


# ---------- zigzag ribbon as a chain at fixed ka ----------
def chain(ka, number=rows, edge=0.0, wall=False, wall_shift=0.0):
    mass = np.full(number, delta)
    if wall:
        mass[number // 2:] *= -1
    diag = np.repeat(mass, 2) * np.tile([1.0, -1.0], number)
    diag[0] += edge
    diag[number - 1:number + 1] += wall_shift   # the two atoms at the wall
    off = np.full(2 * number - 1, -t)
    off[0::2] = -2 * t * np.cos(ka / 2)
    return diag, off


def levels(ka, **options):
    return eigh_tridiagonal(*chain(ka, **options), eigvals_only=True,
                            lapack_driver="sterf")


grid = np.linspace(0, 2 * np.pi, 61)
gap_energies = (0.0, -0.9 * delta, 0.9 * delta)   # midgap first


def scan(energies=gap_energies, **options):
    """Half-filling gap; then, for each energy, the change of the number of
    levels below it from ka = 0 to pi, and all crossings over the full zone."""
    bands = np.array([levels(x, **options) for x in grid])
    gap = bands[:, rows].min() - bands[:, rows - 1].max()
    below = [(bands < energy).sum(axis=1) for energy in energies]
    flow = [int(b[30] - b[0]) for b in below]
    crossings = [int(abs(np.diff(b)).sum()) for b in below]
    return gap, flow, crossings


zz_near, zz_second = neighbours(zigzag_positions(rows), (a, 0))
direct = np.linalg.eigvalsh(hamiltonian(zz_near, zz_second, 1.1, 0.0))
assert np.allclose(direct, levels(1.1), atol=1e-9)

zz_gap, _, zz_cross = scan()
assert abs(zz_gap - 2 * delta) < 1e-9 and zz_cross == [0, 0, 0]

ka_show = 0.8 * np.pi
g_show = 2 * np.cos(ka_show / 2)
pair, vec = eigh_tridiagonal(*chain(ka_show), select="i",
                             select_range=(rows - 1, rows))
assert np.allclose(pair, [-delta, delta], atol=1e-9)
edge_weight = vec[0, 1] ** 2
assert abs(edge_weight - (1 - g_show ** 2)) < 1e-8
assert abs(vec[2, 1] / vec[0, 1] + g_show) < 1e-8
decay = 1.5 * d / abs(np.log(g_show))


# ---------- potential on the outer A atoms ----------
def edge_energy(ka, pot):
    g2 = 4 * np.cos(ka / 2) ** 2
    poly = np.polymul([1, -(delta + pot)], [-pot, t * t - pot * delta])
    roots = np.roots(poly + np.array([0, 0, pot * g2 * t * t]))
    return roots[np.argmin(abs(roots))].real


for pot in (-0.03, -0.10, 0.10):
    for ka in (0.72 * np.pi, 0.85 * np.pi, 0.97 * np.pi):
        val, vecs = eigh_tridiagonal(*chain(ka, edge=pot))
        ribbon_value = val[np.argmax(vecs[0] ** 2)]
        assert abs(ribbon_value - edge_energy(ka, pot)) < 1e-8

weak, strong = -0.03, -0.10
# The weak potential leaves a gap from -delta to delta + weak, centred at weak/2.
weak_gap, _, weak_cross = scan(energies=(weak / 2, 0.0), edge=weak)
assert abs(weak_gap - (2 * delta + weak)) < 1e-9
assert weak_cross == [0, 2]
# The strong one must be crossed at every energy of the old gap.
_, strong_flow, strong_cross = scan(edge=strong)
assert strong_flow == [1, 1, 1] and strong_cross == [2, 2, 2]
_, _, up_cross = scan(edge=-strong)
assert up_cross == [0, 0, 0]

g2_cross = (delta + strong) * (t * t - strong * delta) / (strong * t * t)
ka_cross = 2 * np.arccos(np.sqrt(g2_cross) / 2)
assert abs(levels(ka_cross, edge=strong)).min() < 1e-8


def edge_slope(ka):
    near_zero = []
    for x in (ka - 1e-3, ka + 1e-3):
        val = levels(x, edge=strong)
        near_zero.append(val[np.argmin(abs(val))])
    return (near_zero[1] - near_zero[0]) / 2e-3 * a


slope_1, slope_2 = edge_slope(ka_cross), edge_slope(2 * np.pi - ka_cross)
assert slope_1 < 0 < slope_2 and abs(slope_1 + slope_2) < 1e-6

# ---------- wall where delta changes sign ----------
wall_counts = []
for shift in (0.0, strong, -strong):
    _, flow, cross = scan(wall=True, wall_shift=shift)
    assert flow == [-1, -1, -1] and cross[0] == 2
    wall_counts.append(cross[0])


def wall_slope(ka):
    found = []
    for q in (-0.01, 0.01):
        val = eigh_tridiagonal(*chain(ka + q * a, number=960, wall=True),
                               eigvals_only=True, select="v",
                               select_range=(-0.9 * delta, 0.9 * delta))
        assert len(val) == 1
        found.append(val[0])
    return (found[1] - found[0]) / 0.02


wall_kp, wall_k = wall_slope(2 * np.pi / 3), wall_slope(4 * np.pi / 3)
assert abs(wall_kp / hv - 1) < 0.03 and abs(wall_k / hv + 1) < 0.03


# ---------- armchair ribbons ----------
def armchair_formula(lines, phase):
    c = np.cos(np.arange(1, lines + 1) * np.pi / (lines + 1))
    s2 = 1 + 4 * c * np.cos(phase / 2) + 4 * c * c
    return np.sqrt(delta ** 2 + t * t * np.maximum(s2, 0))


small = neighbours(armchair_positions(20), (0, 3 * d))
for phase in (0.0, 0.4, 2.0):
    val = np.linalg.eigvalsh(hamiltonian(*small, phase, 0.0))
    assert np.allclose(val[20:], np.sort(armchair_formula(20, phase)), atol=1e-8)

armchair_gap = {}
for lines in (399, 400, 401):
    pos = armchair_positions(lines)
    ac = neighbours(pos, (0, 3 * d))
    val, vec = eigh(hamiltonian(*ac, 0.0, 0.0),
                    subset_by_index=[lines - 1, lines])
    armchair_gap[lines] = val[1] - val[0]
    assert abs(val[1] - armchair_formula(lines, 0.0).min()) < 1e-8
assert abs(armchair_gap[401] - 2 * delta) < 1e-8
ac_width = pos[:, 0].max()
outer = (pos[:, 0] < 5) | (pos[:, 0] > ac_width - 5)
ac_outer_weight = np.sum(vec[outer, 1] ** 2)
assert abs(ac_outer_weight - outer.mean()) < 0.01   # spread over the width

# ---------- neglected second-neighbour hopping ----------
for near, second in ((zz_near, zz_second), small):
    adjacency = bloch(near, 0.9)
    coordination = np.diag(bloch(near, 0).sum(axis=1))
    assert np.allclose(bloch(second, 0.9), adjacency @ adjacency - coordination)

at_zero = np.linalg.eigvalsh(hamiltonian(zz_near, zz_second, 0.0, t2))
val, vecs = np.linalg.eigh(hamiltonian(zz_near, zz_second, np.pi, t2))
a_edge = val[np.argmax(abs(vecs[0]))]
b_edge = val[np.argmax(abs(vecs[-1]))]
assert abs(a_edge - (delta - t2)) < 1e-9 and abs(b_edge + delta + t2) < 1e-9
for fermi in gap_energies:
    assert (val < fermi).sum() - (at_zero < fermi).sum() == 1

top, bottom = [], []
for q in (0.0, 0.02, 0.05, 0.1):
    val = np.linalg.eigvalsh(hamiltonian(*ac, q * 3 * d, t2))
    top.append(val[400])
    bottom.append(val[401])
ac_gap_t2 = min(bottom) - max(top)
assert ac_gap_t2 > 0.95 * 2 * delta

# ---------- neglected repulsion, temperature and field ----------
# Dense diagonalization: near ka = pi the edge state decays too steeply for
# inverse iteration on the tridiagonal chain.
density_rows = 120
samples = 2 * np.pi / 3 * (1 + (np.arange(40) + 0.5) / 40)
weights = []
for x in samples:
    diag, off = chain(x, number=density_rows)
    matrix = np.diag(diag) + np.diag(off, 1) + np.diag(off, -1)
    val, vecs = np.linalg.eigh(matrix)
    state = vecs[:, density_rows]               # lowest level above the gap
    assert np.linalg.norm(matrix @ state - val[density_rows] * state) < 1e-10
    weights.append(state[0] ** 2)
edge_density = np.mean(weights) / 3             # edge band fills 1/3 of the zone
assert abs(edge_density - (np.sqrt(3) / np.pi - 1 / 3)) < 0.005
spin_splitting = hubbard * edge_density
thermal = k_boltzmann * temperature / e


def adiabatic(s, gap):
    return np.linalg.eigh(np.array([[gap, s], [s, -gap]]))[1].astype(complex)


sweep_gap = 0.5
sweep = solve_ivp(lambda s, y: -1j * np.array([sweep_gap * y[0] + s * y[1],
                                               s * y[0] - sweep_gap * y[1]]),
                  (-30, 30), adiabatic(-30, sweep_gap)[:, 0],
                  method="DOP853", rtol=1e-8, atol=1e-10)
jump = abs(np.vdot(adiabatic(30, sweep_gap)[:, 1], sweep.y[:, -1])) ** 2
assert abs(jump - np.exp(-np.pi * sweep_gap ** 2)) < 2e-3
field = np.pi * delta ** 2 / hv * 10            # V/nm -> MV/cm

# ---------- printed numbers ----------
print(f"lattice constant a = {a:.3f} nm, bond length d = {d:.4f} nm")
print(f"hopping t = {t:.2f} eV, staggered potential delta = {delta:.3f} eV")
print(f"bulk gap 2 delta = {2 * delta:.3f} eV")
print(f"hbar v = {hv:.4f} eV nm, Dirac speed v = {hv * to_speed:.3e} m/s")
print(f"bulk decay length hbar v/delta = {hv / delta:.1f} nm")
print(f"Berry flux/2pi within 0.5 per nm of K: {loop_flux(1, 0.5):+.4f}")
print(f"same around -K: {loop_flux(-1, 0.5):+.4f}")
print(f"Dirac formula at the same radius: {dirac_flux(0.5):.4f}")
print(f"half-zone flux/2pi: K {half_k:+.4f}, -K {half_kp:+.4f}")
print(f"total Chern number (magnitude): {abs(chern):.4f}")
print(f"ragged flake: {len(flake)} atoms, smallest |E| = {flake_min:.6f} eV")
print(f"zigzag ribbon: {rows} rows, width {(1.5 * rows - 1) * d:.1f} nm")
print(f"zigzag gap = {zz_gap:.6f} eV, midgap crossings = {zz_cross[0]}")
print(f"edge levels at ka = 0.8 pi: {pair[0]:+.6f}, {pair[1]:+.6f} eV")
print(f"g there = {g_show:.4f}, edge-atom weight = {edge_weight:.4f}")
print(f"edge amplitude decay length there = {decay:.3f} nm")
print(f"armchair ribbon of 401 lines: width {ac_width:.1f} nm")
for lines, gap in armchair_gap.items():
    print(f"armchair gap, {lines} lines = {gap:.6f} eV")
print(f"armchair (401) weight within 5 nm of edges = {ac_outer_weight:.3f}")
print(f"share of atoms within 5 nm of edges = {outer.mean():.3f}")
print(f"A-edge potential {weak:+.2f} eV: gap = {weak_gap:.4f} eV, "
      f"centre {weak / 2:+.4f} eV")
print(f"  crossings at that centre = {weak_cross[0]}, at E = 0: {weak_cross[1]}")
print("crossings at E = 0, -0.9 delta, +0.9 delta:")
print(f"  A-edge potential {strong:+.2f} eV:", *strong_cross)
print(f"  A-edge potential {-strong:+.2f} eV:", *up_cross)
print(f"critical A-edge potential = {-2 * delta:+.3f} eV")
print(f"{strong:+.2f} eV: first crossing of E = 0 at ka/pi = "
      f"{ka_cross / np.pi:.4f}")
print(f"edge velocities = {slope_1 * to_speed:+.2e}, "
      f"{slope_2 * to_speed:+.2e} m/s")
print(f"wall crossings of E = 0, wall potential 0, {strong:+.1f}, "
      f"{-strong:+.1f} eV:", *wall_counts)
print(f"wall-mode velocity / v: K {wall_k / hv:+.4f}, -K {wall_kp / hv:+.4f}")
print(f"second-neighbour hopping t2 (rough) = {t2:.2f} eV")
print(f"with t2, A edge at ka = pi: {a_edge:+.4f} eV from Dirac energy")
print(f"with t2, B edge at ka = pi: {b_edge:+.4f} eV from Dirac energy")
print(f"with t2, armchair gap (401 lines) = {ac_gap_t2:.5f} eV")
print(f"edge-atom density of a filled edge band = {edge_density:.4f} per spin")
print(f"on-site repulsion (rough) = {hubbard:.1f} eV")
print(f"first-order edge spin splitting scale = {spin_splitting:.2f} eV")
print(f"thermal energy at {temperature:.0f} K = {thermal:.4f} eV")
print(f"interband tunnelling field scale = {field:.4f} MV/cm")
print("done: every assertion held")
```

Printed output:

```
lattice constant a = 0.246 nm, bond length d = 0.1420 nm
hopping t = 2.70 eV, staggered potential delta = 0.025 eV
bulk gap 2 delta = 0.050 eV
hbar v = 0.5752 eV nm, Dirac speed v = 8.739e+05 m/s
bulk decay length hbar v/delta = 23.0 nm
Berry flux/2pi within 0.5 per nm of K: +0.4567
same around -K: -0.4567
Dirac formula at the same radius: 0.4567
half-zone flux/2pi: K +0.4963, -K -0.4963
total Chern number (magnitude): 0.0000
ragged flake: 375 atoms, smallest |E| = 0.025000 eV
zigzag ribbon: 240 rows, width 51.0 nm
zigzag gap = 0.050000 eV, midgap crossings = 0
edge levels at ka = 0.8 pi: -0.025000, +0.025000 eV
g there = 0.6180, edge-atom weight = 0.6180
edge amplitude decay length there = 0.443 nm
armchair ribbon of 401 lines: width 49.2 nm
armchair gap, 399 lines = 0.055666 eV
armchair gap, 400 lines = 0.055655 eV
armchair gap, 401 lines = 0.050000 eV
armchair (401) weight within 5 nm of edges = 0.209
share of atoms within 5 nm of edges = 0.204
A-edge potential -0.03 eV: gap = 0.0200 eV, centre -0.0150 eV
  crossings at that centre = 0, at E = 0: 2
crossings at E = 0, -0.9 delta, +0.9 delta:
  A-edge potential -0.10 eV: 2 2 2
  A-edge potential +0.10 eV: 0 0 0
critical A-edge potential = -0.050 eV
-0.10 eV: first crossing of E = 0 at ka/pi = 0.7148
edge velocities = -5.83e+04, +5.83e+04 m/s
wall crossings of E = 0, wall potential 0, -0.1, +0.1 eV: 2 2 2
wall-mode velocity / v: K -0.9997, -K +0.9997
second-neighbour hopping t2 (rough) = 0.10 eV
with t2, A edge at ka = pi: -0.0750 eV from Dirac energy
with t2, B edge at ka = pi: -0.1250 eV from Dirac energy
with t2, armchair gap (401 lines) = 0.04997 eV
edge-atom density of a filled edge band = 0.2181 per spin
on-site repulsion (rough) = 3.0 eV
first-order edge spin splitting scale = 0.65 eV
thermal energy at 300 K = 0.0259 eV
interband tunnelling field scale = 0.0341 MV/cm
done: every assertion held
```
